# What fraction of implanted atoms lands within 10 nm of target?

A chip needs 100 sites at which a single implanted atom lies within 10 nm of its target. The implanter delivers one atom per site, with a placement error of 5 nm along each of the two surface axes. How many sites should be written? If the familiar "two standard deviations, 95 percent" rule applied, the answer would be $100/0.9545\approx105$. The correct fraction is about 86 percent, and the average requirement becomes $100/0.8647\approx116$. The difference comes from asking for a distance in a plane, where two errors act together.

Let $x$ and $y$ be the position of the atom relative to its target, measured in the plane of the surface. Four assumptions define the basic problem:

- Each error is Gaussian.
- Each has zero mean, so the aim is unbiased.
- Both have the same standard deviation $s=5$ nm.
- The two errors are independent.

The distance in question is the lateral one, $r=\sqrt{x^2+y^2}$, and the limit is $R=10$ nm. Depth does not enter. The fraction concerns atoms, whether or not they later form a working defect.

## A quick estimate

Start with one axis. Its error has the probability density

$$g(x)=\frac{1}{s\sqrt{2\pi}}\,e^{-x^2/(2s^2)} .$$

The probability that $x$ lies between $-R$ and $R$ is $\operatorname{erf}(R/(s\sqrt2))$. This follows by putting $t=x/(s\sqrt2)$ in the integral of $g$ and using the definition $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^z e^{-t^2}dt$. For $R=2s$ it is 95.45 percent.

Because the axes are independent, the chance that both errors lie within $\pm10$ nm is the product,

$$0.9545^2\approx0.911 .$$

This describes a square of side 20 nm. The disc of radius 10 nm fits inside that square, so its probability must be smaller. What has to be removed is the probability in the four corners.

Their total area is

$$(2R)^2-\pi R^2=(4-\pi)R^2\approx85.8\ \text{nm}^2 .$$

The joint density is the product $g(x)g(y)$, which equals $e^{-r^2/(2s^2)}/(2\pi s^2)$. In the corners $r$ runs from $R$ to $\sqrt2R$. The exponential therefore lies between $e^{-2}\approx0.135$ and $e^{-4}\approx0.0183$. With $2\pi s^2\approx157$ nm², the probability in the corners lies between

$$\frac{85.8\times0.0183}{157}\approx0.010
\quad\text{and}\quad
\frac{85.8\times0.135}{157}\approx0.074 .$$

Subtracting these from 0.911 places the answer between about 84 and 90 percent. This already rules out 95 percent, and it needs no integral over the disc.

## The controlled derivation

Independence lets us multiply the two one-axis densities:

$$f(x,y)=g(x)g(y)
=\frac{1}{2\pi s^2}\exp\!\left[-\frac{x^2+y^2}{2s^2}\right].$$

The two prefactors $1/(s\sqrt{2\pi})$ gave $1/(2\pi s^2)$, and the exponents added. Since the widths are equal, $x$ and $y$ appear only through $r^2=x^2+y^2$. The distribution is round.

We can therefore collect the probability in thin rings. A ring between $r$ and $r+dr$ has area

$$\pi(r+dr)^2-\pi r^2=2\pi r\,dr+\pi(dr)^2 .$$

The last term is of second order in $dr$ and drops out as the rings become thin. Multiplying the remaining area by the density gives the probability in the ring, $p(r)\,dr$, with

$$p(r)=2\pi r\,\frac{1}{2\pi s^2}e^{-r^2/(2s^2)}
=\frac{r}{s^2}e^{-r^2/(2s^2)} .$$

This is the Rayleigh distribution. The probability of landing within $R$ is its integral:

$$P(R)=\int_0^R\frac{r}{s^2}e^{-r^2/(2s^2)}\,dr .$$

Put $u=r^2/(2s^2)$. Then $du=r\,dr/s^2$, which is the factor in front of the exponential. The limits $r=0$ and $r=R$ become $u=0$ and $u=R^2/(2s^2)$. Hence

$$P(R)=\int_0^{R^2/(2s^2)}e^{-u}\,du
=1-e^{-R^2/(2s^2)} .$$

For the stated numbers,

$$\frac{R^2}{2s^2}=\frac{100}{2\times25}=2,
\qquad P=1-e^{-2}=0.8647 .$$

About 86 percent of the atoms land inside the disc and 13.5 percent outside it.

The factor $r$ in $p(r)$ has a visible consequence. Differentiation gives

$$\frac{dp}{dr}=\frac{1}{s^2}\left(1-\frac{r^2}{s^2}\right)e^{-r^2/(2s^2)},$$

which vanishes at $r=s$. The most likely distance is thus 5 nm, although the probability per unit area is highest at the target itself. A small ring near the target has a high density but little area.

### Small and large discs

For $R\ll s$, the expansion $e^{-u}\approx1-u$ gives

$$P(R)\approx\frac{R^2}{2s^2}=\frac{\pi R^2}{2\pi s^2} .$$

This is the area of the disc times the density at the target. Halving the permitted radius then costs a factor of four in yield. On one axis the corresponding probability is proportional to $R$, and halving the limit costs a factor of two.

For $R\gg s$ the exponential vanishes and $P$ tends to one, as normalization requires. Our case lies between these limits: the small-disc formula would give 2, which cannot be a probability.

## Comparison of the two routes

The controlled value of 86.5 percent lies inside the interval of 84 to 90 percent. The corners of the square hold $91.1-86.5=4.6$ percent of the atoms.

The result can also be reached without rings. Cut the disc into strips parallel to the $y$ axis. At a given $x$, the strip reaches from $-\sqrt{R^2-x^2}$ to $+\sqrt{R^2-x^2}$, so

$$P=\int_{-R}^{R}g(x)\,
\operatorname{erf}\!\left(\frac{\sqrt{R^2-x^2}}{s\sqrt2}\right)dx .$$

Numerical integration of this expression gives 86.47 percent, in agreement with the closed form. A simulation of one million random landings gives 86.40 percent. The standard error of that simulation is about 0.03 percentage points, so it lies roughly two standard errors low. A deviation of that size or more, in either direction, is expected about once in twenty such runs.

## What the quoted 5 nm must mean

The result requires 5 nm to be a standard deviation per axis. Two other readings lead to different answers.

Suppose first that the number is a full width at half maximum, $w$. The density along one axis falls to half its peak at $x=w/2$, so

$$e^{-w^2/(8s^2)}=\frac12
\quad\Rightarrow\quad
s^2=\frac{w^2}{8\ln2} .$$

The exponent in $P$ becomes $R^2/(2s^2)=4R^2\ln2/w^2$, and therefore

$$P=1-2^{-4R^2/w^2} .$$

With $w=5$ nm this is $1-2^{-16}$, or 99.998 percent.

Suppose instead that the number is the root-mean-square radial error, $d$. Then $d^2=\langle x^2\rangle+\langle y^2\rangle=2s^2$, which gives

$$P=1-e^{-R^2/d^2} .$$

With $d=5$ nm this is $1-e^{-4}$, or 98.2 percent. The fraction outside the disc changes from 13.5 to 1.8 percent because of the definition alone.

## Nitrogen in diamond

Take nitrogen implanted into diamond at roughly 5 keV, with the aim of making nitrogen-vacancy centres. Two processes blur the position. The ion arrives at the surface with a beam-placement error, here given a standard deviation of $s_b=4$ nm per axis. It then scatters sideways while it slows down, which adds a lateral straggle of $s_t=3$ nm per axis.

If the two contributions are independent and Gaussian, their sum is Gaussian too. Let $b$ be the beam error and $x-b$ the straggle. The density of $x$ is the integral over $b$ of the product of the two densities. The exponent of this product is minus

$$\frac{b^2}{2s_b^2}+\frac{(x-b)^2}{2s_t^2}
=\frac{(b-vx/s_t^2)^2}{2v}+\frac{x^2}{2(s_b^2+s_t^2)},$$

where $1/v=1/s_b^2+1/s_t^2$. To check the last term, collect what remains after completing the square:

$$\frac{x^2}{2s_t^2}\left(1-\frac{v}{s_t^2}\right)
=\frac{x^2}{2s_t^2}\,\frac{s_t^2}{s_b^2+s_t^2} .$$

Here $v/s_t^2=s_b^2/(s_b^2+s_t^2)$ was used. Integration over $b$ gives a constant that does not depend on $x$. What is left is a Gaussian of variance

$$s^2=s_b^2+s_t^2=16+9=25\ \text{nm}^2,
\qquad s=5\ \text{nm}.$$

The formula then gives the 86 percent found above.

### Choosing a radius or a beam

Solving $q=1-e^{-R_q^2/(2s^2)}$ for the radius that holds a fraction $q$ gives

$$R_q=s\sqrt{-2\ln(1-q)} .$$

Half of the atoms lie within $5\times1.177=5.89$ nm. To collect 95 percent, the radius must grow to $5\times2.448=12.2$ nm.

If the radius stays at 10 nm, the combined width must instead fall to $10/2.448=4.09$ nm. With the straggle held at 3 nm, the beam contribution may then be at most

$$s_b=\sqrt{4.09^2-3^2}\approx2.8\ \text{nm}.$$

A perfect beam would leave the straggle alone and give $1-e^{-100/18}\approx99.6$ percent. If the straggle itself exceeded 4.09 nm, no improvement of the beam could reach 95 percent within 10 nm in this model.

The sensitivity to the width follows from the chain rule. The derivative of $-R^2/(2s^2)$ with respect to $s$ is $+R^2/s^3$, and the exponential enters $P$ with a minus sign:

$$\frac{dP}{ds}=-\frac{R^2}{s^3}e^{-R^2/(2s^2)}
=-\frac{100}{125}\times0.1353\approx-0.108\ \text{nm}^{-1}.$$

An increase of 0.5 nm in $s$ therefore costs between 5 and 6 percentage points. A width known to 10 percent does not justify quoting the yield to a tenth of a percent.

### Counts in a finite batch

Assign each atom the value 1 if it lands inside the disc and 0 otherwise. The mean of this value is $P$. Its square equals itself, so its variance is $P-P^2=P(1-P)$. For $N$ independent atoms the variances add, and the number inside has mean $NP$ and standard deviation $\sqrt{NP(1-P)}$.

For 100 atoms this is $86.5\pm3.4$. A count of 82 would be unremarkable.

The same scatter affects the opening decision. Writing 116 sites gives 100 successes on average, so a shortfall is quite likely. With 125 sites the mean is $125\times0.8647\approx108$ and the standard deviation is about 3.8. The required 100 then lies about two standard deviations below the mean. The binomial chance of a shortfall is about 40 percent for 116 sites and about 2 percent for 125. This margin covers counting scatter only: if the width is 5.5 nm instead of 5 nm, 125 sites give a mean of about 101 and a shortfall in about one batch of three.

## When the assumptions fail

In each case below, the settings not mentioned keep their values from the example.

**Biased aim.** A fixed offset of 3 nm replaces $g(x)$ by $g(x-3\ \text{nm})$ in the strip integral. The fraction falls from 86.5 to 81.6 percent. The direction of the offset does not matter, because the distribution is round. The count alone in a batch of 100 atoms would hardly reveal this loss, since the mean loss of 4.9 atoms is only about 1.4 standard deviations of the count. The mean position of the same 100 atoms would show it clearly: its standard error is $5/\sqrt{100}=0.5$ nm per axis, so the offset amounts to six standard errors.

**Unequal widths.** With 4 nm along one axis and 6 nm along the other, the fraction is 85.4 percent. The mean variance has also changed, to $(16+36)/2=26$ nm². A round distribution with that variance gives $1-e^{-100/52}$, also 85.4 percent. For these numbers, the loss comes from the larger variance, and the elongated shape has almost no effect. This is special to a radius near twice the width, where the effect of the shape changes sign. At $R=5$ nm the same elongation raises the fraction by about 1.8 points over the round case, and at $R=12.2$ nm it lowers it by about 0.5 points.

**Correlated errors.** Let the correlation coefficient be $\rho=0.5$, with both widths held at 5 nm. Along the diagonal, $(x+y)/\sqrt2$ has variance $(s^2+s^2+2\rho s^2)/2=s^2(1+\rho)$. Along the other diagonal the variance is $s^2(1-\rho)$. The round cloud becomes an ellipse with widths of 6.1 and 3.5 nm. The fraction is 86.25 percent, a small change despite the visible elongation. Again this holds near $R=2s$; at $R=5$ nm the correlation raises the fraction by about 3 points, and at $R=12.2$ nm it lowers it by about 1 point.

**A beam that is not Gaussian.** Suppose the beam is defined by a round aperture of radius $a$ with uniform illumination. The density of its radius is $2r/a^2$, so

$$\langle r^2\rangle=\int_0^a r^2\,\frac{2r}{a^2}\,dr=\frac{a^2}{2} .$$

Each axis receives half of this, $a^2/4$. An aperture of radius 8 nm thus has the same variance per axis as the 4 nm Gaussian beam. Combined with the 3 nm straggle, it gives 87.6 percent. The variance is the same but the fraction is about one point higher, so the variance alone does not fix the answer.

**Wide scattering.** Let 5 percent of the atoms belong to a broader group with a width of 10 nm per axis. For that group, $P=1-e^{-1/2}\approx0.393$. The total is

$$0.95\times0.865+0.05\times0.393\approx0.841 .$$

**Distance in three dimensions.** Some uses require the atom to lie within a sphere around a point at the mean depth. Let the depth error $z$ be an independent Gaussian with a width of 4 nm and density $g_z$. At a given $z$, the sphere leaves a disc of squared radius $R^2-z^2$, so

$$P_3=\int_{-R}^{R}g_z(z)
\left[1-e^{-(R^2-z^2)/(2s^2)}\right]dz .$$

This gives 79 percent. Among the cases in this section, it is the largest reduction, and it comes from a change in the question. The symmetric depth profile is itself an idealization, and it becomes poor when the mean depth is not several times the depth straggle. Near 5 keV the ratio is only about two to three, and a sphere of radius 10 nm can reach the surface, so the 79 percent is a rough guide.

**Annealing.** An additional independent spread of 1 nm per axis raises the variance to 26 nm² and lowers the fraction to 85.4 percent. Whether such a spread occurs depends on how the atoms move. For substitutional nitrogen, take a rough barrier of 5 eV and an attempt rate of $10^{13}$ per second. At 1100 K the thermal energy is 0.0948 eV, and in 2 h the expected number of hops per atom is

$$10^{13}\times7200\times e^{-5/0.0948}\approx9\times10^{-7} .$$

Ordinary thermal hopping is therefore negligible in this estimate. It does not cover nitrogen that has not yet reached a lattice site, or motion assisted by implantation damage. Forming the centre next to a vacancy shifts its position by at most about one bond length, roughly 0.15 nm. Treated as a lateral offset, this changes the fraction by about 0.01 percentage points.

## Reading the result for a real implant

The 3 nm straggle is of the rough size expected for nitrogen near 5 keV when the diamond is treated as an amorphous target; channeling along crystal directions is left out and can change the spread, above all in depth. It grows with energy and is clearly larger at 10 keV, so the combined width must be worked out again for each energy. The 4 nm beam contribution is favourable: it stands for a very good nano-aperture or focus, while many focused ion beams have spots tens of nanometres wide. With a beam width of 20 nm and the same straggle, $s^2=409$ nm² and the fraction within 10 nm drops to $1-e^{-100/818}\approx12$ percent. Real implants can also break the assumptions of unbiased aim and Gaussian tails. For the sizes assumed above, these cost about 5 and 2 percentage points respectively. A specification of 86 percent is therefore reasonable when the combined width has been established as 5 nm per axis, the aiming offset is about 1 nm or less (2 nm already gives 84 percent), and wide tails are negligible.

Placement must also be kept apart from the creation of a centre. If roughly 2 percent of the implanted nitrogen atoms form a nitrogen-vacancy centre, independently of where they land, the chance that one atom yields a centre within 10 nm is

$$0.02\times0.865\approx0.017 .$$

Out of 1000 implanted atoms, about 20 would form centres and about 17 of those would lie inside the disc. The 86 percent still describes the positions of the centres that form, but the number of usable sites is limited mainly by the creation yield. The opening estimate of 116 sites applies to placed atoms; for working centres at this yield, with one atom per site, an average of 100 successes would require about $100/0.0173\approx5800$ sites. All these site counts assume that exactly one atom reaches each site. Without single-ion detection the number per site follows a Poisson distribution, and at a mean of one only $e^{-1}\approx37$ percent of the sites receive exactly one atom. The numerical output lists most of the values used here.

## Calculated quantities

```
Beam placement width per axis: 4.00 nm
Lateral straggle per axis: 3.00 nm
Combined standard deviation s: 5.00 nm
Target radius R: 10.00 nm
Exponent R^2/(2 s^2): 2.0000
Chance outside R: 13.53 %
Chance within R, formula: 86.47 %
Chance within R, strip integral: 86.47 %
Chance within R, random landings: 86.40 %
One axis within +-R: 95.45 %
Both axes within +-R (square): 91.11 %
Median radius: 5.89 nm
Radius holding 95 %: 12.24 nm
s needed for 95 % within R: 4.09 nm
Change of chance per nm of s: -10.83 points/nm
If 5 nm were a full width at half maximum: 99.9985 %
If 5 nm were the rms radial error: 98.17 %
Atoms in a batch: 100
Mean number within R per batch: 86.47 atoms
Standard deviation of that number: 3.42 atoms
Aiming offset: 3.00 nm
Chance with offset: 81.60 %
Unequal widths: 4.0 and 6.0 nm
Chance with unequal widths: 85.39 %
Correlation of the axes: 0.50
Chance with correlation: 86.25 %
Uniform aperture radius: 8.00 nm
Chance with uniform aperture: 87.63 %
Fraction of atoms in wide tail: 5.00 %
Width of tail per axis: 10.00 nm
Chance with wide tail: 84.11 %
Depth straggle: 4.00 nm
Chance within R in three dimensions: 79.22 %
Assumed anneal spread per axis: 1.00 nm
Chance with anneal spread: 85.38 %
Rough bond length: 0.15 nm
Change of chance from bond shift: -0.0122 points
Rough hop barrier: 5.00 eV
Attempt rate: 1.0e+13 1/s
Anneal temperature: 1100 K
Anneal time: 2.00 h
Thermal energy kT: 0.0948 eV
Thermal hops per atom in anneal: 8.9e-07
Rough centre creation yield: 2.00 %
Centres within R per implanted atom: 1.73 %
```
